# Why a monolayer's supercell permittivity is not a material constant

**Q:** I have a candidate for a low-permittivity spacer one atom thick. I put the monolayer in a periodic cell of height $L=20$ Å and computed the static dielectric tensor: 1.30 in the plane and 1.105 along the normal. Those are very low values for a solid. Why shouldn't I quote them?

**A:** What happens if you change only the height of the cell?

**Q:** At 40 Å I get 1.15 and 1.050. I took that as slow convergence, to be cured by a larger cell.

**A:** It does converge, but to one. Follow the averaging. Let $P$ be the induced dipole moment per unit area of one layer. A cell of base area $A$ contains the moment $PA$ in the volume $AL$, so the mean polarization is $P/L$, and the averaged fields obey

$$\bar D=\varepsilon_0\bar E+\frac{P}{L}.$$

Start with a uniform field in the plane, and take a layer whose symmetry (a mirror plane in the layer, or a rotation axis along the normal) keeps an in-plane field from inducing a normal dipole. Because $\nabla\times\mathbf E=0$, the laterally averaged tangential field is the same at every height, in the layer and in the vacuum. Call it $E$, and define a length $\chi_\parallel$ by $P=\varepsilon_0\chi_\parallel E$. Dividing $\bar D=\varepsilon_0E+\varepsilon_0\chi_\parallel E/L$ by $\varepsilon_0E$ gives

$$\varepsilon_\parallel(L)=1+\frac{\chi_\parallel}{L}.$$

Your value at 20 Å means $\chi_\parallel=20\times0.30=6.0$ Å. At 40 Å it is $40\times0.15=6.0$ Å. The length belongs to the layer; the permittivity describes the layer together with the vacuum you chose.

**Q:** Then along the normal I also take $L(\varepsilon_\perp-1)$. That gives $20\times0.105=2.10$ Å and $40\times0.050=2.00$ Å. Why do they disagree?

**A:** Because a different field is continuous. Without free charge $\nabla\cdot\mathbf D=0$, so the laterally averaged normal component $D$ is the same at every height, while $E$ changes inside the layer. The vacuum field is $D/\varepsilon_0$ whatever the spacing, so the layer's response should be referred to $D$. Define $P=\chi_\perp D$. Then

$$\varepsilon_0\bar E=D-\frac{P}{L}=D\left(1-\frac{\chi_\perp}{L}\right),\qquad
\frac{1}{\varepsilon_\perp(L)}=\frac{\varepsilon_0\bar E}{D}=1-\frac{\chi_\perp}{L}.$$

Your shortcut follows by inverting this:

$$L(\varepsilon_\perp-1)=L\,\frac{\chi_\perp/L}{1-\chi_\perp/L}=\frac{\chi_\perp}{1-\chi_\perp/L}.$$

It still contains $L$. The combination $L(1-1/\varepsilon_\perp)$ does not, and it gives 1.90 Å for both of your cells.

**Q:** You assume that $\chi_\parallel$ and $\chi_\perp$ themselves don't depend on the spacing. The periodic images are polarized too. Why don't they matter?

**A:** Take a model where everything can be followed: a square lattice of point dipoles with $a=3$ Å and atomic polarizability volume $\alpha=2.5$ Å$^3$. These are round parameters, and they produce the numbers you quoted. I use Gaussian units for the sums, so $\varepsilon_0\chi$ becomes $\chi/4\pi$.

A dipole $\mathbf p$ produces the field $[3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p]/R^3$ at distance $R$ in direction $\mathbf n$. Let $\Sigma=\sum 1/R^3$ over the other sites of the plane. For in-plane dipoles, square symmetry replaces $3n_x^2-1$ by $3/2-1=1/2$, so the neighbours contribute $+\Sigma p/2$. For normal dipoles $n_z=0$, and they contribute $-\Sigma p$. Hence

$$p=\alpha\left(E+\tfrac12\Sigma p\right),\qquad p=\alpha\left(D-\Sigma p\right),$$

and, solving each for $p$ and using $\chi=4\pi p/A$ per unit driving field,

$$\chi_\parallel=\frac{4\pi\alpha/A}{1-\alpha\Sigma/2},\qquad \chi_\perp=\frac{4\pi\alpha/A}{1+\alpha\Sigma}.$$

Summing the sites out to $1000a$ and integrating over the rest gives $\Sigma=0.3346$ Å$^{-3}$. With $4\pi\alpha/A=3.491$ Å and $\alpha\Sigma=0.8364$,

$$\chi_\parallel=\frac{3.491}{0.5818}=6.00\ \text{Å},\qquad \chi_\perp=\frac{3.491}{1.8364}=1.90\ \text{Å}.$$

In SI terms the sheet polarizabilities $\varepsilon_0\chi$ are $5.31\times10^{-21}$ F and $1.68\times10^{-21}$ F.

Now the images. A plane of unit charges on this lattice has, directly above a site at height $z$, the potential $(2\pi/A)\sum_{\mathbf G}e^{-G|z|}/G$ from its laterally varying components. Two derivatives turn it into a dipole field: each term acquires $-G_x^2$ in the plane and $+G^2$ along the normal. The shortest reciprocal vectors have $G=2\pi/a$. There are four, two of them along $x$, so $\sum G_x^2/G=2G$ and $\sum G^2/G=4G$. With one neighbouring plane above and one below, the leading fields per unit dipole are

$$\delta S_\parallel=-\frac{8\pi G}{A}e^{-GL},\qquad \delta S_\perp=+\frac{16\pi G}{A}e^{-GL}.$$

The component with $G=0$ needs no correction: a uniformly polarized neutral sheet adds no averaged field outside itself when $E$ (in the plane) or $D$ (along the normal) is held fixed.

**Q:** How small is that in practice?

**A:** These values come from Ewald summation over the full three-dimensional lattice, with lengths in Å:

| $L$ | $\varepsilon_\parallel$ | $\varepsilon_\perp$ | $L(\varepsilon_\parallel-1)$ | $L(1-1/\varepsilon_\perp)$ | $L(\varepsilon_\perp-1)$ |
|---|---|---|---|---|---|
| 6 | 1.9999 | 1.4637 | 5.9995 | 1.9009 | 2.782 |
| 10 | 1.6000 | 1.2347 | 6.0000 | 1.9008 | 2.347 |
| 20 | 1.3000 | 1.1050 | 6.0000 | 1.9008 | 2.100 |
| 100 | 1.0600 | 1.0194 | 6.0000 | 1.9008 | 1.938 |
| 1000 | 1.0060 | 1.0019 | 6.0000 | 1.9008 | 1.904 |

At 6 Å the in-plane image field is $-2.06\times10^{-5}$ Å$^{-3}$. It changes $\chi_\parallel$ by the fraction $\alpha\,\delta S_\parallel/(1-\alpha\Sigma/2)=-8.8\times10^{-5}$, which is the missing 0.0005 Å in the first row.

**Q:** By this reasoning a layered bulk crystal has no intrinsic permittivity either.

**A:** It has one, because its period is fixed by the material and is not yours to choose. Stack these planes at $L=a$, which makes a simple cubic crystal. The lattice sum gives 2.90 in both directions, as the Clausius–Mossotti relation requires. The isolated-layer lengths would give $1+6.00/3=3.00$ and $1/(1-1.90/3)=2.73$. At contact the image field is no longer negligible: putting the leading $\delta S_\parallel$ into the in-plane formula already lowers 3.00 to 2.91. So 2.90 is the number to compare with other bulk dielectrics, and your 1.30 and 1.105 are not.

**Q:** Suppose I take the vacuum to infinity. The permittivity is one. Does an isolated monolayer then screen nothing?

**A:** That limit assumed a uniform field first and a large cell second. Reverse the order. Apply an external potential $\phi_{\rm ext}e^{iqx}$, equal on all layers, and let $\phi$ be the total amplitude in a layer. Take the wavelength to be much longer than the layer's thickness and lattice constant, so that the uniform-field $\chi_\parallel$ still applies locally. The field is $E=-iq\phi$, so $P=-iq\varepsilon_0\chi_\parallel\phi$, and the bound charge per area is

$$\sigma=-\frac{dP}{dx}=-iqP=-\varepsilon_0\chi_\parallel q^2\phi.$$

One charged sheet has the potential $\sigma e^{-q|z|}/(2\varepsilon_0q)$. Summing the stack, with $s=e^{-qL}$,

$$\sum_{n=-\infty}^{\infty}s^{|n|}=1+\frac{2s}{1-s}=\frac{1+s}{1-s}=\coth\frac{qL}{2}.$$

Therefore $\phi=\phi_{\rm ext}-\tfrac12\chi_\parallel q\coth(qL/2)\,\phi$, and the screening factor in the layer is

$$\varepsilon(q,L)=\frac{\phi_{\rm ext}}{\phi}=1+\frac{\chi_\parallel q}{2}\coth\frac{qL}{2}.$$

For $qL\ll1$, $\coth(qL/2)\approx2/(qL)$ and you recover $1+\chi_\parallel/L$. For $qL\gg1$ the hyperbolic cotangent is one and $\varepsilon=1+\chi_\parallel q/2$, with no $L$ left. An isolated sheet does screen, and within this long-wavelength range it screens more as the wavelength shortens, on the length scale $\chi_\parallel/2=3.0$ Å. In this model that length equals the lattice constant, so the formula is already approximate there: at $q=2/\chi_\parallel$ it gives 2.00 and the dipole lattice gives 2.15.

At $q=0.01$ Å$^{-1}$ the formula gives 1.301 for $L=20$ Å and 1.030 for $L=1000$ Å, where the uniform-field value would be 1.006. The dipole lattice itself, Ewald-summed at this $q$, obeys the same formula with a slightly larger sheet length: $\chi_\parallel(q)$ exceeds the uniform-field $\chi_\parallel$ by the fraction $1.2\times10^{-4}$ in both cases. This excess grows fourfold when $q$ is doubled, so it is a correction of order $q^2$ from the atomic structure of the sheet. It raises the screening factor by only $3.6\times10^{-5}$ at $L=20$ Å and $3.6\times10^{-6}$ at $L=1000$ Å.

**Q:** Real layers are not point dipoles. Does the normal-direction rule survive for an extended electron cloud?

**A:** The derivation used continuity of $D$ and vacuum between the layers, not point dipoles. Here is a quantum example in atomic units: a Gaussian well $-e^{-z^2/(2w^2)}$ hartree with $w=1.5$ bohr, holding 0.1 electron per bohr$^2$ in its lowest level, with motion along the normal alone. I treat the response in the random-phase approximation on this fixed potential, which omits exchange and correlation in the response.

For an isolated slab driven by $D$, solved on a real-space grid, $\chi_\perp=2.256$ bohr, or 1.194 Å. For the periodic crystal I build the dielectric matrix in plane waves, averaged over four wavevectors along the normal, and take $1/\varepsilon_\perp$ from the uniform-field element of its inverse. The permittivity falls from 1.164 at $L=16$ bohr to 1.039 at 60 bohr, while $L(1-1/\varepsilon_\perp)$ stays at 2.256 bohr.

The inversion matters. If you read the uniform-field element of the matrix before inverting it, the electrons don't feel the non-uniform potential that they themselves induce. That gives $L(\varepsilon-1)=5.27$ bohr, also independent of $L$ but more than twice too large. A constant product is therefore no proof that you have the right length.

**Q:** My device simulator wants a permittivity and a thickness. Can I convert?

**A:** You can, if you carry the thickness $d$ along with the result. For a uniform slab in the plane, $P=\varepsilon_0(\varepsilon-1)Ed$. Along the normal, $P=(D-\varepsilon_0E)d=(1-1/\varepsilon)Dd$. Equating these to the layer's $P$,

$$\varepsilon_\parallel^{\rm slab}=1+\frac{\chi_\parallel}{d},\qquad \varepsilon_\perp^{\rm slab}=\frac{1}{1-\chi_\perp/d}.$$

For the dipole layer, $d=4$ Å gives 2.50 and 1.91; $d=3$ Å gives 3.00 and 2.73; $d=2.5$ Å gives 3.40 and 4.17. Even the sign of the anisotropy depends on the choice. As $d$ falls towards $\chi_\perp=1.90$ Å, the normal value diverges, although nothing has happened to the layer.

For a capacitor you can avoid $d$ altogether. Put the layer in a vacuum gap of width $W$, far enough from the plates for the near fields to have died out. The voltage and the capacitance per area are

$$V=\int E\,dz=\frac{1}{\varepsilon_0}\int(D-P_z)\,dz=\frac{D}{\varepsilon_0}(W-\chi_\perp),\qquad \frac{C}{A}=\frac{D}{V}=\frac{\varepsilon_0}{W-\chi_\perp},$$

where $P_z(z)$ is the local polarization, whose integral over $z$ is $P=\chi_\perp D$. Electrically, the layer shortens the gap by $\chi_\perp$. For $W=20$ Å the capacitance rises by the factor $20/18.10=1.105$. That is your supercell value: a correct statement about a 20 Å gap that is mostly empty.

**Q:** When would even the two lengths fail me?

**A:** $\chi_\parallel$ needs an insulating layer. Free carriers in the plane keep moving in a static uniform field, so $P/E$ has no finite limit. Both lengths need enough vacuum around the layer for its near fields to die out. A closer neighbour changes them even if the electron densities don't overlap, as the cubic stack of point dipoles showed. If the densities do overlap, the response is that of the combined system. Two lengths also presume enough symmetry. A layer that is anisotropic in the plane needs one $\chi_\parallel$ per principal direction. If an in-plane field induces a normal dipole, write $P_x=\varepsilon_0\chi_\parallel E+\chi_{xz}D$ and $P_z=\varepsilon_0\chi_{xz}E+\chi_\perp D$. The element $\varepsilon_{xx}$ is taken at $\bar E_z=0$, where $D=P_z/L$, so $D=\varepsilon_0\chi_{xz}E/(L-\chi_\perp)$ and $L(\varepsilon_{xx}-1)=\chi_\parallel+\chi_{xz}^2/(L-\chi_\perp)$, which still depends on $L$. You must also say what responds. With clamped nuclei you get the electronic part; a static device property includes the displacement of the ions as well. Within those conditions, report $\chi_\parallel$ and $\chi_\perp$, and give a permittivity only together with the period or thickness that defines it.
